# Valley repopulation and the piezoresistance of n-type silicon and germanium

## Definitions and conventions

Let $X_{ij}$ be the stress, with tension positive, and $\epsilon_{ij}$ the strain. The cube axes are $x,y,z$, and pairs of indices are numbered $1=xx$, $2=yy$, $3=zz$, $4=yz$, $5=xz$, $6=xy$. In a cubic crystal the elastic compliances $S_{11},S_{12},S_{44}$ give

$$\epsilon_{xx}=S_{11}X_1+S_{12}(X_2+X_3),\qquad 2\epsilon_{xy}=S_{44}X_6,$$

and the cyclic counterparts. The factor 2 belongs to the engineering shear strain. The piezoresistance coefficients are defined by

$$\frac{\delta\rho_a}{\rho}=\sum_b\pi_{ab}X_b,\qquad \rho_6=\rho_{xy},$$

where $\rho$ is the unstressed resistivity, a scalar in a cubic crystal. There are three independent coefficients: $\pi_{11}$ (current along the tension), $\pi_{12}$ (current across it) and $\pi_{44}$ (shear).

The conduction electrons occupy equivalent ellipsoidal valleys. Each has a unit axis vector $\mathbf a$, a mass $m_l$ along it and a mass $m_t$ across it. The mass ratio is $K=m_l/m_t$. In n-type silicon the valleys lie on the $\langle100\rangle$ axes, in three opposite pairs; in n-type germanium there are four, on the $\langle111\rangle$ axes. Opposite valleys respond identically, so three axes suffice for silicon. An average over the $N$ distinct axes ($N=3$ or 4) is written $\langle\cdots\rangle_v$.

The algebra uses atomic units, $\hbar=m_e=e=1$, and $kT$ is the thermal energy. The model assumes small stress, a fixed nondegenerate electron density, and a scalar relaxation time $\tau(E)$ that depends on the energy $E$ above the valley's own edge and is not altered by strain. Changes of the sample's shape and volume are left out.

## The conductivity of one valley

With $W$ the inverse mass tensor, a valley has

$$E=\tfrac12\,\mathbf k\cdot W\mathbf k,\qquad W=\frac{1}{m_t}+\left(\frac1{m_l}-\frac1{m_t}\right)\mathbf a\mathbf a,$$

where a bare number multiplies the unit tensor. The velocity is $\mathbf v=W\mathbf k$, and the Boltzmann equation gives

$$\sigma^v_{ij}=2\int\frac{d^3k}{(2\pi)^3}\,\tau(E)\,v_iv_j\left(-\frac{\partial f}{\partial E}\right).$$

Substitute $\mathbf k=W^{-1/2}\mathbf q$. Then $E=q^2/2$, $\mathbf v=W^{1/2}\mathbf q$ and $d^3k=(\det W)^{-1/2}d^3q$. Everything except $v_iv_j$ now depends on $|\mathbf q|$ alone, so $q_iq_j$ may be replaced by its angular average $q^2\delta_{ij}/3$, and $v_iv_j$ becomes $W_{ij}q^2/3$. For nondegenerate electrons $-\partial f/\partial E=f/kT$. The determinant also appears in the valley density $n_v$, so that

$$\sigma^v=n_v\bar\tau\,W,\qquad \bar\tau=\frac{\int d^3q\,\tau\,(q^2/3kT)\,e^{-q^2/2kT}}{\int d^3q\,e^{-q^2/2kT}}.$$

The average $\bar\tau$ contains neither the axis nor the edge energy of the valley. It is common to all valleys and will cancel from the relative resistivity change, whatever the energy dependence of $\tau$.

## How strain moves electrons

To first order, the edge of a valley can shift only by a combination of strain components that respects the symmetry about its axis. There are two such combinations, $\mathrm{tr}\,\epsilon$ and $\mathbf a\cdot\epsilon\,\mathbf a$. Hence

$$\delta E_v=\Xi_d\,\mathrm{tr}\,\epsilon+\Xi_u\,\mathbf a\cdot\epsilon\,\mathbf a,$$

with deformation potentials $\Xi_d$ and $\Xi_u$. Define the traceless tensor

$$Q_v=\mathbf a\mathbf a-\tfrac13,\qquad \mathbf a\cdot\epsilon\,\mathbf a=Q_v{:}\epsilon+\tfrac13\mathrm{tr}\,\epsilon,$$

where $Q{:}\epsilon=\sum_{ij}Q_{ij}\epsilon_{ij}$. Cubic symmetry makes $\langle\mathbf a\mathbf a\rangle_v$ a multiple of the unit tensor. Its trace is 1, so it equals $1/3$, and $\langle Q_v\rangle_v=0$.

The density of a valley is proportional to $\exp[(\mu-\delta E_v)/kT]$, where $\mu$ is the chemical potential. Therefore

$$\frac{\delta n_v}{n_v}=\frac{\delta\mu-\delta E_v}{kT}.$$

The valleys start with equal densities and the total is fixed, so these changes average to zero and $\delta\mu=\langle\delta E_v\rangle_v=(\Xi_d+\Xi_u/3)\,\mathrm{tr}\,\epsilon$. Subtraction leaves

$$\frac{\delta n_v}{n_v}=-\frac{\Xi_u}{kT}\,Q_v{:}\epsilon .$$

A common shift of all valleys moves no electrons between them, which is why $\Xi_d$ has gone.

## From populations to resistivity

The inverse mass tensor can be written with the same $Q_v$:

$$W_v=\frac1{m_c}-\beta Q_v,\qquad \frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),\qquad \beta=\frac1{m_t}-\frac1{m_l}.$$

Without stress the $Q_v$ average out and $\sigma=n\bar\tau/m_c$, with $n$ the total density. Under stress,

$$\delta\sigma=n\bar\tau\left\langle-\frac{\Xi_u}{kT}(Q_v{:}\epsilon)\left(\frac1{m_c}-\beta Q_v\right)\right\rangle_v .$$

The $1/m_c$ term vanishes because $\langle Q_v\rangle_v=0$. The two minus signs in the other term combine to a plus. The mass factor is

$$\beta m_c=\frac{3(1/m_t-1/m_l)}{1/m_l+2/m_t}=3g,\qquad g=\frac{K-1}{2K+1},$$

after multiplication above and below by $m_l$. Since $\rho=\sigma^{-1}$ and the unstressed tensors are scalars, $\delta\rho/\rho=-\delta\sigma/\sigma$. Thus

$$\frac{\delta\rho}{\rho}=-\frac{3g\,\Xi_u}{kT}\big\langle Q_v\,(Q_v{:}\epsilon)\big\rangle_v .$$

The tensor $Q_v$ enters twice. Once it says how strongly strain shifts the valley, and once how the valley's conductivity departs from the average. A strain to which every $Q_v$ is blind causes no repopulation, and a component absent from every $Q_v$ cannot appear in the resistivity.

## Valleys on the cube axes: silicon

For the valley on $x$, $Q_x=\mathrm{diag}(\tfrac23,-\tfrac13,-\tfrac13)$; the others follow by permutation. Apply a tension $X_1=X$. The strain is $\mathrm{diag}(S_{11},S_{12},S_{12})X$, and

$$Q_x{:}\epsilon=\tfrac23(S_{11}-S_{12})X,\qquad Q_y{:}\epsilon=Q_z{:}\epsilon=-\tfrac13(S_{11}-S_{12})X .$$

The averages required are, in units of $(S_{11}-S_{12})X$,

$$xx:\ \tfrac13\left(\tfrac49+\tfrac19+\tfrac19\right)=\tfrac29,\qquad yy:\ \tfrac13\left(-\tfrac29-\tfrac29+\tfrac19\right)=-\tfrac19 .$$

Multiplication by $-3g\,\Xi_u/kT$ gives

$$\pi_{11}=-\frac23\,\frac{\Xi_u(S_{11}-S_{12})}{kT}\,g,\qquad \pi_{12}=-\frac12\pi_{11},\qquad \pi_{44}=0 .$$

The last result holds because a shear $\epsilon_{xy}$ has no overlap with a diagonal $Q_v$: all three pairs stay level.

The relation $\pi_{11}=-2\pi_{12}$ expresses $\pi_{11}+2\pi_{12}=0$, the absence of a response to hydrostatic stress, which shifts all valleys together. In real silicon the relation is approximate because mechanisms outside the model can respond to volume. Repopulation by itself makes $\pi_{44}$ zero; a small value needs a separate cause, treated below.

With $\Xi_u>0$, $S_{11}>S_{12}$ and $K>1$, the sign has a simple reading. Tension along $x$ raises the $x$ valleys relative to the others. Electrons leave them for the $y$ and $z$ valleys, where motion along $x$ has the light mass $m_t$. The resistivity along $x$ falls. Across the tension it rises, because the $y$ valleys, heavy along $y$, have gained electrons.

## Valleys on the body diagonals: germanium

Now $\mathbf a=(s_x,s_y,s_z)/\sqrt3$ with each $s_i=\pm1$. The diagonal elements of $\mathbf a\mathbf a$ are all $1/3$, so $Q_v$ has no diagonal elements, and $Q_{ij}=s_is_j/3$ for $i\ne j$. Tension along a cube axis produces a diagonal strain. It has no overlap with $Q_v$, and $\pi_{11}=\pi_{12}=0$: a cube axis makes the same angle with all four valley axes.

Under a shear stress $X_6$, $\epsilon_{xy}=\epsilon_{yx}=S_{44}X_6/2$, so

$$Q_v{:}\epsilon=2\cdot\frac{s_xs_y}{3}\cdot\frac{S_{44}X_6}{2}=\frac{s_xs_y}{3}S_{44}X_6,\qquad Q_{xy}\,(Q_v{:}\epsilon)=\frac{S_{44}X_6}{9},$$

because $(s_xs_y)^2=1$. Every valley contributes equally, and

$$\pi_{44}=-\frac13\,\frac{\Xi_uS_{44}}{kT}\,g,\qquad \pi_{11}=\pi_{12}=0 .$$

In the language of the cubic group, a symmetric tensor splits into its trace, two traceless diagonal combinations ($E$) and three off-diagonal elements ($T_2$). The three response coefficients are $\pi_{11}+2\pi_{12}$, $\pi_{11}-\pi_{12}$ and $\pi_{44}$, in that order. Cube-axis valleys have $Q_v$ in $E$ and leave only the second; body-diagonal valleys have $Q_v$ in $T_2$ and leave only the third.

The contrast can also be seen with uniaxial tension along $[111]$, for which $X_{ij}=X/3$ for every $i,j$. The $\langle100\rangle$ valleys stay level and the longitudinal effect vanishes. In the $\langle111\rangle$ crystal each shear component of $\delta\rho/\rho$ is $\pi_{44}X/3$. Projection on $[111]$ sums six off-diagonal terms, each with weight $1/3$, and gives a longitudinal coefficient $2\pi_{44}/3$.

## Two crystals that differ only in valley direction

To isolate the role of direction, take two model crystals with the same round parameters: $m_t=0.20$ and $m_l=1.00$ electron masses, $\Xi_u=10$ eV, $kT=0.025$ eV, and stiffnesses $C_{11}=1.0$, $C_{12}=0.4$, $C_{44}=0.5$ eV/Å$^3$. They are not fitted to a material. Then

$$S_{11}-S_{12}=\frac1{C_{11}-C_{12}}=1.667,\qquad S_{44}=\frac1{C_{44}}=2.000$$

in Å$^3$/eV, and $g=4/11=0.3636$. The coefficients are

$$\pi_{11}^{\langle100\rangle}=-\frac23\cdot\frac{10\times1.667}{0.025}\times0.3636=-161.6\ \text{Å}^3/\text{eV},$$

$$\pi_{44}^{\langle111\rangle}=-\frac13\cdot\frac{10\times2.000}{0.025}\times0.3636=-97.0\ \text{Å}^3/\text{eV}.$$

They correspond to $-1.01\times10^{-9}$ and $-6.1\times10^{-10}$ Pa$^{-1}$. In the first crystal $\pi_{12}=80.8$ Å$^3$/eV. The numerical output below also gives both sets of coefficients from direct integration over $\mathbf k$, with the chemical potential solved at fixed density; they agree with the formulas, including the zeros. The neglected geometric terms are of the order of a compliance, for example $S_{11}-2S_{12}=2.0$ Å$^3$/eV from the change of shape in the longitudinal resistance, a little over 1% of $\pi_{11}$.

A finite tension of $10^{-4}$ eV/Å$^3$ along $x$ shows the mechanism at work in the $\langle100\rangle$ crystal. The $x$ valleys rise above the others by

$$\Delta=\Xi_u(S_{11}-S_{12})X=10\times1.667\times10^{-4}=0.00167\ \text{eV}.$$

The share of electrons in the $x$ pair falls from $1/3$ to 0.3187, and the $y$ and $z$ pairs hold 0.3407 each. The mean inverse mass along $x$ is then

$$0.3187\times1+(1-0.3187)\times5=3.725,$$

against $11/3=3.667$ before. The resistivity along $x$ falls by 1.57%, and across the tension it rises by 0.81%.

The linear law predicts a fall of 1.62%. The difference is the next order in $s=\Delta/kT=0.067$. The $x$ share is $p=e^{-s}/(2+e^{-s})=\frac13-\frac29s+\frac1{27}s^2+\cdots$. Since $\sigma_{xx}/\sigma=1-3g(p-\frac13)$,

$$\frac{\sigma_{xx}}\sigma=1+\frac{2gs}3\left(1-\frac s6\right)+\cdots,\qquad \frac{\delta\rho_{xx}}\rho=-\frac{2gs}3\left(1-\frac s6-\frac{2gs}3\right)+\cdots .$$

The bracket is 0.973, which accounts for the difference.

For $|s|\gg1$ the model saturates. Strong tension empties the $x$ valleys, and $\rho_{xx}/\rho$ tends to $m_t/m_c=(2K+1)/(3K)=11/15$. Strong compression collects all electrons in them, and the ratio tends to $m_l/m_c=(2K+1)/3=11/3$. The response is thus far from symmetric at large stress.

## What the mass ratio, temperature and density do

If $K=1$, then $g=0$: electrons still move between valleys, but all valleys conduct alike. For $K=0.5$ the signs reverse, and $\pi_{11}$ of the $\langle100\rangle$ crystal becomes $+111$ Å$^3$/eV. For $K=2$ it is $-89$ Å$^3$/eV. As $K\to\infty$, $g\to1/2$. Extreme anisotropy therefore brings a bounded gain; beyond that, the size of the effect is set by $\Xi_u/kT$ and the compliance.

Doubling $kT$ halves $\pi_{11}$, to $-80.8$ Å$^3$/eV, because a given splitting transfers fewer electrons. A relaxation time proportional to $E^{-1/2}$ leaves the coefficients unchanged, as the cancellation of $\bar\tau$ requires.

At higher density Fermi statistics matter. Let $\eta$ be the chemical potential above the valley edge divided by $kT$. The density of a valley is proportional to $-\mathrm{Li}_{3/2}(-e^\eta)$, where $\mathrm{Li}$ is the polylogarithm. For constant $\tau$, integration by parts in the conductivity still gives $\sigma^v=n_v\tau W$. The only change is in the population response, where $1/kT$ is multiplied by

$$\frac{d\ln n_v}{d\eta}=\frac{\mathrm{Li}_{1/2}(-e^\eta)}{\mathrm{Li}_{3/2}(-e^\eta)} .$$

This factor is 0.652 at $\eta=1$, which reduces $\pi_{11}$ to $-105$ Å$^3$/eV. For large $\eta$, $n_v\propto\eta^{3/2}$ and the factor tends to $3/(2\eta)$. The thermal energy is then replaced by two thirds of the Fermi energy, and the temperature dependence disappears. The fraction two thirds belongs to constant $\tau$. For degenerate electrons the average of an energy-dependent $\tau$ depends on $\eta$ and no longer cancels: with $\tau\propto E^{r}$ the factor tends to $(r+\tfrac32)/\eta$, and for $r=-\tfrac12$ it is 0.557 at $\eta=1$.

## Why the shear coefficient of silicon need not vanish

A shear that cannot shift the $\langle100\rangle$ valleys to first order can still change their masses. A minimal model for the $z$ valleys has two bands that meet at the zone boundary. Measure $k_z$ from there. The bands have energies

$$\frac{k_z^2}{2m_l}+\frac{k_x^2+k_y^2}{2m_t}\pm\frac{k_0k_z}{m_l},$$

and are coupled by $C=D\epsilon_{xy}-k_xk_y/M$, where $D$ is an energy and $M$ a mass. The lower eigenvalue is

$$E=\frac{k_z^2}{2m_l}+\frac{k_x^2+k_y^2}{2m_t}-\sqrt{\left(\frac{k_0k_z}{m_l}\right)^2+C^2}.$$

Without strain its minima lie at $k_z=\pm k_0$, where the two bands are separated by $G=2k_0^2/m_l$. There, for $|C|\ll G$, the root is $G/2+C^2/G$. Expanding $C^2$ gives the strain-dependent terms

$$\delta E=-\frac{D^2\epsilon_{xy}^2}{G}+\frac{2D\epsilon_{xy}}{MG}\,k_xk_y .$$

The edge moves in second order only. The other term is linear in strain. In $\frac12\mathbf k\cdot W\mathbf k$ the elements $W_{xy}$ and $W_{yx}$ together contribute $W_{xy}k_xk_y$, so

$$W_{xy}=\frac{2D\epsilon_{xy}}{MG}.$$

The constant-energy ellipsoid, round in the $xy$ plane before, is stretched along one face diagonal. The change in its density of states is of second order, so the $z$ pair keeps one third of the electrons, and

$$\frac{\delta\sigma_{xy}}\sigma=\frac{m_cW_{xy}}3=\frac{W_{xy}}{1/m_l+2/m_t}.$$

With $\epsilon_{xy}=S_{44}X_6/2$ and the sign reversal from conductivity to resistivity,

$$\pi_{44}=-\frac{D\,S_{44}}{MG\,(1/m_l+2/m_t)} .$$

For $D=10$ eV, $M=0.25$ electron masses and $G=0.50$ eV,

$$\pi_{44}=-\frac{10\times2.000}{0.25\times0.50\times11}=-14.5\ \text{Å}^3/\text{eV},$$

or 9% of $\pi_{11}$. Repopulation weighs its deformation potential against $kT$; the mass change weighs $D$ against the much larger $G$. The remainder is accordingly small. With the inverse masses held at their values at the minimum, as here, it does not depend on $kT$. This limit needs $kT$ small compared with $G/4$, the height above the minimum at which the two bands meet; the example, with $kT=G/20$, is not yet in it. At higher temperature electrons also occupy states away from the minimum, where the bands are not parabolic and their separation differs from $G$. Integrating over $\mathbf k$ at constant $\tau$, with electrons thermally distributed over both bands, gives about $-21$ Å$^3$/eV at $kT=0.025$ eV and $-26$ Å$^3$/eV at $0.05$ eV, so the simple formula gives the sign and the order of magnitude only; at $kT=0.025$ eV the ratio to $\pi_{11}$ is about 13% rather than 9%. Its sign is that of $-D/M$. This is an estimate of one mechanism: symmetry also allows $\epsilon_{xy}$ to change the masses of the $x$ and $y$ valleys, which the two-band model omits.

## How far the argument carries

Some of the assumptions affect the size of the coefficients but not their pattern. If scattering is anisotropic, so that each valley has mobilities $\mu_l$ and $\mu_t$ along and across its axis, the same algebra holds with $K=\mu_t/\mu_l$, provided strain leaves these mobilities unchanged.

Scattering between valleys is more serious. When the valleys split, the final states available to an electron change, and $\tau$ acquires a correction of first order in the splitting. If this correction is a scalar for each valley and depends on edge differences alone, cubic symmetry makes it proportional to $Q_v{:}\epsilon$, just like $\delta n_v$. It then rescales the surviving coefficient and leaves the zeros and the relation $\pi_{11}=-2\pi_{12}$ intact. Quantitative values for silicon or germanium need this correction as well as the materials' own masses, deformation potentials and compliances. The difference in pattern between the two needs only the directions of their valleys, as long as repopulation dominates.

## Computed results

```
transverse mass m_t: 0.20 m_e
longitudinal mass m_l: 1.00 m_e
mass ratio K: 5.0
anisotropy factor g: 0.3636
kT: 0.025 eV
Xi_u: 10.0 eV
Xi_d: 1.0 eV
C11: 1.00 eV/A^3
C12: 0.40 eV/A^3
C44: 0.50 eV/A^3
S11: 1.2963 A^3/eV
S12: -0.3704 A^3/eV
S11-S12: 1.6667 A^3/eV
S44: 2.0000 A^3/eV
<100> pi11 direct: -161.62 A^3/eV
<100> pi12 direct: 80.81 A^3/eV
<100> pi44 direct: 0.00 A^3/eV
<111> pi11 direct: 0.00 A^3/eV
<111> pi12 direct: 0.00 A^3/eV
<111> pi44 direct: -96.97 A^3/eV
<100> pi11 formula: -161.62 A^3/eV
<111> pi44 formula: -96.97 A^3/eV
<100> pi11 converted: -100.9 1e-11/Pa
<100> pi12 converted: 50.4 1e-11/Pa
<111> pi44 converted: -60.5 1e-11/Pa
<100> longitudinal along [111]: 0.00 A^3/eV
<111> longitudinal along [111]: -64.65 A^3/eV
K=0.5: g=-0.2500, <100> pi11=111.11, <111> pi44=66.67 A^3/eV
K=1.0: g=0.0000, <100> pi11=0.00, <111> pi44=0.00 A^3/eV
K=2.0: g=0.2000, <100> pi11=-88.89, <111> pi44=-53.33 A^3/eV
K=5.0: g=0.3636, <100> pi11=-161.62, <111> pi44=-96.97 A^3/eV
<100> pi11, tau ~ E^(-1/2): -161.62 A^3/eV
<111> pi44, tau ~ E^(-1/2): -96.97 A^3/eV
<100> pi11 at doubled kT: -80.81 A^3/eV
reduced chemical potential eta: 1.0
degeneracy factor: 0.6518
<100> pi11 at this eta: -105.35 A^3/eV
example tension along [100]: 0.00010 eV/A^3
edge of x valleys minus y valleys: 0.001667 eV
share in x valleys: 0.3187
share in y valleys: 0.3407
longitudinal resistivity change: -1.573 %
linear-law longitudinal change: -1.616 %
transverse resistivity change: 0.805 %
shear coupling D: 10.0 eV
coupling mass M: 0.25 m_e
band separation G: 0.50 eV
test shear strain eps_xy: 0.00010
inverse-mass term W_xy: 0.01600 1/m_e
edge shift at this shear: -2.000 1e-6 eV
<100> pi44 from mass change: -14.55 A^3/eV
same at doubled kT: -14.55 A^3/eV
pi44(mass)/pi11 in <100>: 0.090
```
